# Valence-band offset of unstrained silicon and germanium from band averages

## Problem

A germanium channel that carries holes lies next to silicon in a high-k gate stack. The barrier that keeps the holes in the germanium depends on how the two valence bands line up. Three energies are given:

- the average valence energy of Ge lies 0.68 eV above that of Si;
- the spin-orbit splitting of the Si valence band is 0.04 eV;
- the spin-orbit splitting of the Ge valence band is 0.30 eV.

Find the offset between the valence maxima of the two crystals, both taken as cubic and unstrained.

**Conventions.** Electron energy is counted upward, and an offset is the Ge value minus the Si value. At the zone centre the top of the valence band consists of six states: three p-like orbitals, each with two spin directions. The average \(E_{av}\) is the mean energy of these six states. The splitting \(\Delta\) is the distance from the highest of them down to the lowest. The averages of both crystals are assumed to be known on one common energy scale.

## Hints

1. The given offset joins two averages, but the question asks about two maxima. How far does each maximum lie above its own average?
2. Spin-orbit coupling has the form \(\lambda\,\mathbf L\cdot\mathbf S\). Express \(\mathbf L\cdot\mathbf S\) through \(J^2\), where \(\mathbf J=\mathbf L+\mathbf S\).
3. Count the states in each level. The two levels do not hold the same number, so the average is not midway between them.
4. Put the Si average at zero, mark both maxima on that scale, and subtract.

## Full solution

**Levels of one crystal.** Without spin-orbit coupling, the six states of a cubic crystal share the energy \(E_{av}\). They behave as states with orbital quantum number \(L=1\) and spin \(S=1/2\). Coupling to all other bands is neglected, so the Hamiltonian within the six states is

\[
H=E_{av}+\lambda\,\mathbf L\cdot\mathbf S ,
\]

with \(\mathbf L\) and \(\mathbf S\) in units of \(\hbar\) and \(\lambda>0\). Squaring \(\mathbf J=\mathbf L+\mathbf S\) gives \(J^2=L^2+S^2+2\,\mathbf L\cdot\mathbf S\), because \(\mathbf L\) and \(\mathbf S\) commute. Hence

\[
\mathbf L\cdot\mathbf S=\tfrac12\left[J(J+1)-L(L+1)-S(S+1)\right].
\]

Here \(L(L+1)=2\) and \(S(S+1)=3/4\), and \(J\) can be 3/2 or 1/2:

\[
J=\tfrac32:\quad \tfrac12\left(\tfrac{15}{4}-2-\tfrac34\right)=\tfrac12,
\qquad
J=\tfrac12:\quad \tfrac12\left(\tfrac34-2-\tfrac34\right)=-1 .
\]

The level \(J=3/2\) has \(2J+1=4\) states at \(E_{av}+\lambda/2\). The level \(J=1/2\) has 2 states at \(E_{av}-\lambda\); it is called the split-off level.

**From \(\lambda\) to \(\Delta\).** The distance between the levels is

\[
\Delta=\frac{\lambda}{2}-(-\lambda)=\frac{3\lambda}{2},
\qquad\text{so}\qquad \lambda=\frac{2\Delta}{3}.
\]

The upper level therefore lies at \(E_{av}+\Delta/3\) and the lower one at \(E_{av}-2\Delta/3\). The mean shift is

\[
\frac{1}{6}\left[4\cdot\frac{\Delta}{3}+2\cdot\left(-\frac{2\Delta}{3}\right)\right]=0 ,
\]

so the coupling separates the levels without moving their average. Four states rise by a small amount and two fall by twice as much. This is where the factor one third comes from.

**The offset.** The valence maximum of each crystal is \(E_v=E_{av}+\Delta/3\). Write \(D_{av}\) for the offset of the averages and \(D_v\) for the offset of the maxima. Subtracting Si from Ge gives

\[
D_v=D_{av}+\frac{\Delta_{Ge}-\Delta_{Si}}{3}.
\]

With the Si average at zero, the two maxima are

\[
E_v(\mathrm{Si})=\frac{0.04}{3}=0.0133\ \text{eV},
\qquad
E_v(\mathrm{Ge})=0.68+\frac{0.30}{3}=0.7800\ \text{eV},
\]

and their difference is

\[
D_v=0.7800-0.0133=0.7667\ \text{eV}\approx 0.77\ \text{eV}\quad(1.23\times10^{-19}\ \text{J}).
\]

**Reading the result.** The Ge maximum is the higher one. A hole is a missing electron, and its energy is lowest where the electron energy is highest, so holes collect in Ge. Spin-orbit coupling adds 0.087 eV to the offset of the averages, because it raises the Ge maximum by 0.100 eV and the Si maximum by 0.013 eV. If both crystals had the same splitting, the correction would vanish.

The split-off levels lie at \(-0.027\) eV in Si and at \(0.68-0.20=0.48\) eV in Ge, so their offset is 0.51 eV. The weighted mean \((4\times0.767+2\times0.507)/6\) returns the given 0.68 eV, as it must.

Two other combinations of the data can be ruled out. Adding the whole difference of splittings gives 0.94 eV, which would require the split-off levels, not the averages, to be 0.68 eV apart. Subtracting one third of the difference gives 0.59 eV, which would put each maximum below the average of its own six states; the highest level cannot lie there.

**How many digits?** If each input is rounded to 0.01 eV, each may be wrong by 0.005 eV. The largest resulting error is \(0.005\,(1+\tfrac13+\tfrac13)=0.008\) eV. The second decimal can thus change by one unit, and the third is not reliable. This covers rounding alone, not the uncertainty of the average offset itself.

## Variation 1: one crystal is stretched or compressed to fit the other

*Rough lattice constants are 0.543 nm for Si and 0.566 nm for Ge. Find the offset when a thin (001) layer of one grows on a relaxed crystal of the other and takes over its in-plane lattice constant.*

Rough typical constants are used:

| | \(C_{11}\) (GPa) | \(C_{12}\) (GPa) | \(a_v\) (eV) | \(b\) (eV) |
|---|---|---|---|---|
| Si | 166 | 64 | 2.5 | −2.3 |
| Ge | 130 | 48 | 1.2 | −2.5 |

**Strain.** Let \(\varepsilon_\parallel\) be the in-plane strain and \(\varepsilon_\perp\) the strain along the normal. The free surface carries no normal stress, so \(C_{11}\varepsilon_\perp+2C_{12}\varepsilon_\parallel=0\), or

\[
\varepsilon_\perp=-\frac{2C_{12}}{C_{11}}\,\varepsilon_\parallel .
\]

The volume change moves the average by \(a_v(2\varepsilon_\parallel+\varepsilon_\perp)\), which defines \(a_v\). The shear part moves the orbital \(p_z\) by \(s\) and the orbitals \(p_x,p_y\) by \(-s/2\) each, where \(s=2b(\varepsilon_\perp-\varepsilon_\parallel)\); this defines \(b\). These three shifts add to zero.

**Levels.** Measure energies from the shifted average. The state with \(L_z=1\) and spin up is made of \(p_x\) and \(p_y\), has \(\mathbf L\cdot\mathbf S=1/2\), and mixes with no other state. This heavy-hole level lies at

\[
E_{hh}=\frac{\Delta}{3}-\frac{s}{2}.
\]

The states \(|L_z=1,\downarrow\rangle\) and \(|L_z=0,\uparrow\rangle\) do mix. In this basis \(\mathbf L\cdot\mathbf S\) has diagonal elements \(-1/2\) and 0 and off-diagonal element \(1/\sqrt2\). Multiplying by \(\lambda=2\Delta/3\) and adding the shear shifts gives

\[
\begin{pmatrix} -\Delta/3-s/2 & \sqrt2\,\Delta/3\\ \sqrt2\,\Delta/3 & s\end{pmatrix}.
\]

Half the sum of the diagonal elements is \(-\Delta/6+s/4\), and half their difference is \(\tfrac12(\Delta/3+3s/2)\). The upper eigenvalue is therefore

\[
E_{m}=-\frac{\Delta}{6}+\frac{s}{4}+\sqrt{\frac14\left(\frac{\Delta}{3}+\frac{3s}{2}\right)^2+\frac{2\Delta^2}{9}}
=-\frac{\Delta}{6}+\frac{s}{4}+\frac12\sqrt{\Delta^2+\Delta s+\frac{9s^2}{4}} .
\]

States with all angular momenta reversed have the same energies. For \(s=0\) both \(E_{hh}\) and \(E_m\) return to \(\Delta/3\).

**Numbers.** The valence maximum is the higher of \(E_{hh}\) and \(E_m\).

| | Ge film on Si | Si cap on Ge |
|---|---|---|
| \(\varepsilon_\parallel\) | −4.06 % | 4.24 % |
| \(\varepsilon_\perp\) | 3.00 % | −3.27 % |
| shift of average (eV) | −0.062 | 0.130 |
| \(s\) (eV) | −0.353 | 0.345 |
| \(E_{hh}\) (eV) | 0.277 | −0.159 |
| \(E_m\) (eV) | 0.119 | 0.346 |

The given 0.68 eV is kept as the distance between the unstrained averages. Then

\[
\text{Ge film on Si:}\quad (0.68-0.062+0.277)-0.013=0.88\ \text{eV},
\]
\[
\text{Si cap on Ge:}\quad 0.780-(0.130+0.346)=0.30\ \text{eV}.
\]

Compression lifts the heavy-hole level of the Ge film by more than the average falls, so the offset grows by 0.12 eV. In the stretched Si cap, both the average and the upper mixed level rise towards the Ge maximum, and the offset shrinks by 0.46 eV. The shifts of the average and of the orbitals are taken as linear in strain, so at 4 % the results are estimates. The values of \(a_v\) matter too: with \(a_v=0\) in Si, the second offset would be 0.43 eV. With \(a_v=2.05\) eV and \(b=-2.1\) eV in Si, and \(a_v=-0.35\) eV and \(b=-2.86\) eV in Ge, the two offsets would be 0.99 and 0.36 eV. The strained offsets are thus uncertain by about 0.1 eV.

## Variation 2: a thin germanium layer

*An unstrained Ge layer of thickness \(L=5.0\) nm lies between thick Si barriers. How far does confinement push the lowest hole level below the Ge maximum? Take a rough hole mass \(m\) of 0.2 electron masses in both materials.*

Both crystals are treated as unstrained here, which is an idealization: a coherent interface would strain at least one of them. Let \(E\) be the hole energy, counted downward from the Ge maximum. The barrier height is \(D_v\). The lowest state is even: \(\cos kz\) inside the layer and a multiple of \(e^{-\kappa|z|}\) outside, with

\[
k=\frac{\sqrt{2mE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m(D_v-E)}}{\hbar}.
\]

For equal masses the wave function and its slope are continuous at \(z=L/2\). Dividing the slope condition by the value condition gives

\[
k\tan\frac{kL}{2}=\kappa .
\]

The right side is positive and finite, so the lowest solution has \(kL/2<\pi/2\). Its energy is thus below that of a layer with impenetrable walls, for which \(k=\pi/L\):

\[
E<\frac{\hbar^2\pi^2}{2mL^2}=0.075\ \text{eV}.
\]

Solving the condition numerically by root bracketing gives \(E=0.052\) eV. A hole in this level needs about 0.7 eV, rather than 0.77 eV, to reach the Si valence maximum. The hard-wall bound scales as \(1/(mL^2)\), so thinner layers and lighter holes raise it. The mass 0.2 stands for the heavy hole moving along [001], roughly 0.20 in Ge and 0.28 in Si. With these two masses, and the slope divided by the mass kept continuous, the level is 0.049 eV. The light hole, with roughly 0.046 in Ge and 0.20 in Si, is pushed down by about 0.10 eV, so the heavy-hole level is the lowest hole level.

## Use in a real gate stack

A thin Si cap between a Ge channel and the high-k oxide is a real arrangement. For such a cap on relaxed Ge, strain changes the offset more than the other effects estimated here: the lattices differ by about 4 %, and for a cap that fits the Ge lattice the estimated distance between the maxima is 0.30 eV, not 0.77 eV. This is the lowest barrier, set by the upper mixed level of the cap; its heavy-hole level lies about 0.81 eV below the Ge maximum. Both numbers are band-edge distances for bulk strained Si. At 4 % mismatch a cap stays coherent only up to a thickness \(d\) of the order of a nanometre. There the kinetic energy scale of a hole, \(\hbar^2(\pi/2d)^2/2m\approx0.5\) eV for \(m=0.2\) electron masses and \(d=1\) nm, is as large as the strain shift. The tail of the channel state also reaches through the cap to the oxide. In such a cap the offset alone does not determine how well the holes are confined. A cap thick enough to relax through defects would lie between these cases.

Temperature matters less here. Suppose that warming from near absolute zero to 300 K narrows the gaps by roughly 0.05 eV in Si and 0.08 eV in Ge, and that the valence maximum of each crystal rises by some share, from none to all, of its narrowing. With strain and splittings held fixed, the offset then changes by between −0.05 and +0.08 eV. The value 0.77 eV is therefore a reference for unstrained crystals. For a coherent stack, the valence levels must be recalculated with strain, as in Variation 1, to obtain the hole barrier.
